\section*{From Linear to Square-Root Film Growth in a Stirred Reactor, part 2}

A film grows from a dilute precursor in a perfectly stirred reactor of uniform, constant temperature. Gas flows at a constant volumetric rate $Q$ through the volume $V$, and film covers the area $A$, so that $\tau=V/Q$ and $a=A/V$. Concentrations are molecules per volume. The inlet value $C_{\rm in}$ is referred to the temperature and pressure inside the reactor, where the concentration is $C$ at time $t$.

The film takes up $k_sC$ molecules per area and time, each supplying one metal atom. The coefficient $k_s$ is a velocity and can include transport through a thin boundary layer. With $n_f$ metal atoms per film volume, the thickness grows at the rate $G=k_sC/n_f$.

Precursor is also lost in pairs, to a product assumed neither to deposit nor to return it. Each distinct pair reacts with probability $k_2/V$ per unit time and removes two molecules, so $k_2C^2$ counts molecules lost per volume and time.

With $\kappa=ak_s$, $\beta=1/\tau+\kappa$, $C_*=\beta^2\tau/k_2$ and $x=C_{\rm in}/C_*$, the steady concentration is $C=\beta u/k_2$. Here $u$ denotes the steady value $u_0$:
\begin{equation}
u_0=\frac{\sqrt{1+4x}-1}{2}.
\label{eq:root}
\end{equation}
A small deviation from the steady state decays at the rate
\begin{equation}
\lambda=\beta\sqrt{1+4x}.
\label{eq:decay}
\end{equation}
For weak and strong feeds, growth approaches the linear and square-root laws
\begin{equation}
G_{\rm lin}=\frac{k_s\beta}{n_fk_2}\,x
=\frac{k_sC_{\rm in}}{n_f\beta\tau}
=\frac{k_sC_{\rm in}}{n_f(1+\kappa\tau)},
\label{eq:lin}
\end{equation}
\begin{equation}
G_{\rm sqrt}=\frac{k_s\beta}{n_fk_2}\sqrt{\frac{k_2C_{\rm in}}{\beta^2\tau}}
=\frac{k_s}{n_f}\sqrt{\frac{C_{\rm in}}{k_2\tau}},
\label{eq:sqrt}
\end{equation}
which meet at $x=1$. The local order of growth, with $\tau$, $k_s$, $k_2$ and the temperature held fixed, is
\begin{equation}
n=\frac{d\ln G}{d\ln C_{\rm in}}=\frac xu\,\frac{du}{dx}
=\frac{1+u}{1+2u}
=\frac12\left(1+\frac1{\sqrt{1+4x}}\right).
\label{eq:order}
\end{equation}
If $p=u/(1+u)$ is the fraction of the feed lost in pairs, then
\begin{equation}
n=\frac1{1+p}.
\label{eq:np}
\end{equation}

\section{Control of growth, a worked case and the limits of the model}

The first half treated a stirred reactor with residence time $\tau$, depositing area per volume $a$, surface coefficient $k_s$ and pair-loss constant $k_2$, the last counted in molecules lost. With $\kappa=ak_s$ and $\beta=1/\tau+\kappa$, the steady concentration is $C=\beta u/k_2$, where $u+u^2=x$, $x=C_{\rm in}/C_*$ and $C_*=\beta^2\tau/k_2$. The film, with $n_f$ metal atoms per volume, grows at $G=k_sC/n_f$. The order of growth in the inlet concentration is $n=(1+u)/(1+2u)$, and the share of the feed lost in pairs is $p=u/(1+u)$.

The crossover also changes how growth responds to the surface. Let $k_s$ change while $C_{\rm in}$, $\tau$, $a$ and $k_2$ are fixed. Differentiating the steady balance $C_{\rm in}/\tau=\beta C+k_2C^2$, with $d\beta=d\kappa$, gives
\begin{equation}
0=C\,d\kappa+(\beta+2k_2C)\,dC .
\end{equation}
Hence $d\ln C/d\ln\kappa=-\kappa/(\beta+2k_2C)$. Because $G\propto k_sC$ and $\kappa\propto k_s$,
\begin{equation}
\frac{d\ln G}{d\ln k_s}=1-\frac{\kappa}{\beta+2k_2C}.
\label{eq:sens}
\end{equation}
For a weak feed this equals $1-\kappa/\beta=1/(1+\kappa\tau)$. If $\kappa\tau\gg1$, the film takes nearly all of the precursor and a faster surface gains little. For a strong feed the sensitivity tends to one, because film growth has become a minor loss that hardly depletes the gas. The same differentiation with respect to $k_2$ gives $0=C^2dk_2+(\beta+2k_2C)\,dC$, and therefore
\begin{equation}
\frac{d\ln G}{d\ln k_2}=-\frac{k_2C}{\beta+2k_2C}=-\frac{u}{1+2u},
\label{eq:sensk}
\end{equation}
which runs from zero to $-1/2$.

The residence time moves the crossover in two opposite ways. A short $\tau$ gives pairs little time to form, while a long $\tau$ lets the film deplete the gas. With $\kappa$ and $k_2$ fixed,
\begin{equation}
\frac{d\ln C_*}{d\tau}=\frac{2\kappa}{1+\kappa\tau}-\frac1\tau
=\frac{\kappa\tau-1}{\tau(1+\kappa\tau)} .
\end{equation}
The crossover concentration is thus smallest at $\kappa\tau=1$, where $C_*=4\kappa/k_2$. A feed well below $4\kappa/k_2$ stays in the linear regime for every residence time, as long as the stirred model holds.

As a worked case take aluminium nitride grown at 50 Torr from an aluminium alkyl and an excess of ammonia, both diluted in hydrogen. The alkyl is assumed to turn quickly into an amide, one molecule per aluminium atom. This amide is taken as the growth species, and its dimerization as the pair loss. The parameters are rough, round choices: a gap of $2$~cm above the wafer, so that $a=0.5$~cm$^{-1}$; $\tau=0.2$~s; $k_s=10$~cm/s; and $k_2=2\times10^{-13}$~cm$^3$/s. The last value is a model parameter, not a measured constant. It can be compared with the collision limit. For molecules of molar mass $73$~g/mol and a rough diameter $d=0.6$~nm, the limit is $\pi d^2\bar v$. Here $\bar v=\sqrt{16k_BT/(\pi m)}$ is the mean relative speed of two molecules of mass $m$, taken at the mean gas temperature of about 800~K found below. It amounts to $7.7\times10^{-10}$~cm$^3$/s, so the chosen $k_2$ means that about one collision in four thousand leads to a dimer. The chosen $k_s$ likewise means that about one precursor collision with the wafer in a thousand leads to growth. The example thus assumes a slow surface. If nearly every collision led to growth, transport across the gap would limit the rate and the stirred model would not apply.

The first-order rates are $\kappa=0.5\times10=5$~s$^{-1}$ and $\beta=5+5=10$~s$^{-1}$. Hence
\begin{equation}
C_*=\frac{(10)^2\times0.2}{2\times10^{-13}}=1.0\times10^{14}\ {\rm cm^{-3}} .
\end{equation}
Since $\kappa\tau=1$, this is also the smallest crossover concentration for this surface rate. The gas lies between a cold plate at 400~K and a wafer at 1400~K, and its mean density corresponds to 798~K. The total density at 50 Torr is then $6.05\times10^{17}$~cm$^{-3}$. The crossover lies at a precursor mole fraction of $1.65\times10^{-4}$, or a partial pressure of 8.3~mTorr.

A film density set to $3.26$~g/cm$^3$ as a model input and a molar mass of $40.99$~g/mol give $n_f=4.79\times10^{22}$ aluminium atoms per cm$^3$. At $x=1$ the gas concentration is $0.618\,\beta/k_2=3.09\times10^{13}$~cm$^{-3}$, and
\begin{equation}
G=\frac{10\times3.09\times10^{13}}{4.79\times10^{22}}
=6.45\times10^{-9}\ {\rm cm/s}=3.9\ {\rm nm/min}.
\end{equation}
Either asymptote would give 6.3~nm/min here. Film and exhaust each receive 31\% of the feed, and 38\% is lost in pairs. Equation~\eqref{eq:np} then gives $n=1/1.382=0.72$, in agreement with Eq.~\eqref{eq:order}.

At $x=0.01$ the growth rate is 0.062~nm/min, the order is 0.99 and 1\% of the feed is lost in pairs. At $x=100$ the growth rate is 60~nm/min and the order 0.52. The linear law would predict 626~nm/min, ten times too much, and 90\% of the feed now ends in dimers. Between these two feeds the decay time $1/\lambda$ falls from 98~ms to 5~ms, and the sensitivity to $k_s$ rises from 0.51 to 0.98.

Pair loss can matter well before the square-root regime is reached. A mole fraction of 0.1\%, for example, gives $C_{\rm in}=6.05\times10^{14}$~cm$^{-3}$ and $x=6.05$. The growth rate is 12.6~nm/min and the order is 0.60, still clearly above one half. The point $x=100$ needs a mole fraction of 1.7\%. It serves here to show the limiting law rather than to represent an operating point.

The factor of two in the pair loss was tested by following individual molecules. The simulated volume was chosen so that Eq.~\eqref{eq:root} predicts 3000 molecules at $x=1$. Molecules entered at random, left singly at the rate $\beta$, and vanished two at a time, each distinct pair reacting at the rate $k_2/V$. Over 400\,000 events, with about the first 50\,000 discarded, the mean number was 1.002 times the prediction, within the sampling noise of about 0.25\% for a run of this length. Had $k_2$ been wrong by a factor of two, with half its value in the balance, $x$ would have been 0.5 and the predicted concentration 18\% higher.

The square-root law was derived for a stirred reactor and need not hold without stirring. Consider the opposite case of plug flow, in which each portion of gas travels through the reactor without mixing with its neighbours. After a time $t$ its concentration obeys $dC/dt=-\kappa C-k_2C^2$, starting from $C_{\rm in}$. Growth averaged over the area is proportional to the mean of $C$ over the transit time $\tau$. Changing the variable from $t$ to $C$ gives
\begin{equation}
\bar C=\frac1\tau\int_0^\tau C\,dt
=\frac1\tau\int_{C_{\rm out}}^{C_{\rm in}}\frac{dC}{\kappa+k_2C}
=\frac1{k_2\tau}\ln\frac{\kappa+k_2C_{\rm in}}{\kappa+k_2C_{\rm out}} .
\label{eq:plug1}
\end{equation}
To find $C_{\rm out}$, set $w=1/C$. Then $dw/dt=-C^{-2}dC/dt=\kappa w+k_2$, so $w+k_2/\kappa$ grows as $e^{\kappa t}$. In terms of concentrations,
\begin{equation}
\frac{\kappa+k_2C_{\rm out}}{C_{\rm out}}
=\frac{\kappa+k_2C_{\rm in}}{C_{\rm in}}\,e^{\kappa\tau}.
\end{equation}
Solving for the outlet gives $C_{\rm out}=\kappa C_{\rm in}e^{-\kappa\tau}/(\kappa+\kappa y)$, where
\begin{equation}
y=\frac{k_2C_{\rm in}}{\kappa}\left(1-e^{-\kappa\tau}\right).
\end{equation}
The ratio in Eq.~\eqref{eq:plug1} equals $(C_{\rm in}/C_{\rm out})e^{-\kappa\tau}=1+y$, and therefore
\begin{equation}
\bar C=\frac{\ln(1+y)}{k_2\tau},\qquad
n_{\rm plug}=\frac{y}{(1+y)\ln(1+y)} .
\label{eq:plug}
\end{equation}
For a weak feed growth is again linear, but for a strong feed it is logarithmic. A dense inlet gas destroys itself near the entrance, and the rest of the reactor hardly notices how dense it was. In the stirred reactor, fresh precursor reaches every part of the gas at all times.

In the example, plug flow changes the growth rate by a factor 1.26 at $x=0.01$, 1.02 at $x=1$, 0.69 at $x=6.05$ and 0.29 at $x=100$. The near agreement at $x=1$ arises because the two curves cross close to this feed, and it does not mean that mixing is unimportant. At $x=6.05$ one has $k_2C_{\rm in}=121$~s$^{-1}$ and $y=121\times0.632/5=15.3$, so the order is $0.34$ instead of $0.60$. The stirred model cannot produce an order below one half. Incomplete mixing, surface saturation or a gas loss of higher than second order can.

Stirring across the gap is also imperfect. Let fresh gas enter and exhaust leave uniformly over the height $H$, and let the precursor reach the wafer at $z=H$ by diffusion with coefficient $D$:
\begin{equation}
D\frac{d^2C}{dz^2}+\frac{C_{\rm in}-C}{\tau}-k_2C^2=0,
\qquad -D\frac{dC}{dz}\Big|_{H}=k_sC(H),
\end{equation}
with no flux at $z=0$. Without pair loss the solution is $C=C_{\rm in}-B\cosh(z/L)$, where $L=\sqrt{D\tau}$. At the wafer the diffusive flux is $g\,[C_{\rm in}-C(H)]$ with $g=(D/L)\tanh(H/L)$. Equating it to $k_sC(H)$ gives
\begin{equation}
C(H)=\frac{g}{g+k_s}\,C_{\rm in}.
\end{equation}
For a rough $D=30$~cm$^2$/s one finds $L=2.45$~cm and $g=8.2$~cm/s, hence $C(H)=0.45\,C_{\rm in}$ instead of $0.50\,C_{\rm in}$. Growth is about 10\% slower than in the stirred model. The numerical solution with pair loss gives reductions of 13\% at $x=1$ and $x=6.05$, and 9\% at $x=100$. These values assume that hydrogen is the main gas. In a gas that is mainly ammonia, $D$ would be nearer 9~cm$^2$/s, and the reductions would be about 29\%, 26\% and 18\% at the same three feeds. They also assume a constant $D$ and leave out thermal diffusion, which drives heavy molecules in hydrogen away from the hot wafer. Take a linear temperature profile, a gas density varying as $1/T$, $D\propto T^{1.7}$, feed and exhaust proportional to the local density, and $k_s$ still referred to the mean gas density. An assumed thermal diffusion factor of 0.5 then gives reductions in hydrogen of about 34\%, 29\% and 10\%. This factor is probably low: kinetic theory with rough molecular parameters gives about 0.8 to 1.4 for a molecule of this mass in hydrogen between 400 and 1400~K, and a factor of 1 gives 50\%, 44\% and 20\%. The values also depend on how the feed is spread. If the number of molecules fed per volume is the same at every height, the factor 0.5 gives reductions of 28\% and 19\% at the first two feeds and an increase of 12\% at $x=100$.

The recovery at high feed has a simple origin. Far from the wafer the gas has a concentration $C_b$ fixed by supply, exhaust and pair loss. A small depletion decays over the length $\ell=[D/(1/\tau+2k_2C_b)]^{1/2}$, which shrinks as the feed grows. At $x=100$, $k_2C_b=97.5$~s$^{-1}$ and $\ell=0.39$~cm. With $g$ replaced by $D/\ell=77$~cm/s, the wafer concentration is $0.89\,C_b$, or 0.91 of the stirred value, as in the full solution. Since $\ell\propto x^{-1/4}$ at high feed, $D/\ell$ finally exceeds any fixed $k_s$, the depletion disappears and the square-root law survives for this evenly spread feed. For a surface so fast that $k_s\gg D/\ell$, growth is instead limited by diffusion through the depleted layer and follows $C_b/\ell\propto x^{3/4}$ at high feed. If $k_s$ already contains a boundary-layer resistance, this correction counts part of that resistance twice.

The way the gas enters matters more. Suppose that all of it enters through the cold plate and leaves sideways, evenly over the height, so that its velocity towards the wafer falls linearly to zero. With the same constant $D=30$~cm$^2$/s, growth is then 27\% below the stirred value at $x=1$, 42\% at $x=6.05$ and 70\% at $x=100$. The order at $x=100$ is 0.22, and the square-root law is lost. As in plug flow, a dense feed destroys itself near the entrance, but here growth levels off instead of rising logarithmically: the equations give an order of 0.12 at $x=10^3$ and 0.06 at $x=10^4$.

The fate of the dimers matters as well. Let them have concentration $C_d$, dissociate at the rate $k_b$ and deposit with coefficient $k_d$. Each event makes one dimer from two molecules, so
\begin{equation}
\frac{dC_d}{dt}=\frac{k_2C^2}{2}-\left(k_b+\frac1\tau+ak_d\right)C_d .
\end{equation}
If dimers dissociate but do not deposit, then $2C_d=k_2C^2\tau/(1+k_b\tau)$ in the steady state. The net loss of precursor is
\begin{equation}
k_2C^2-2k_bC_d=\frac{k_2}{1+k_b\tau}\,C^2 .
\end{equation}
The steady law keeps its form with a smaller pair constant. The decay rate of Eq.~\eqref{eq:decay} does not carry over in this way, because the dimers store precursor and slow the response. For $k_b=20$~s$^{-1}$ the constant falls to one fifth and $C_*$ rises fivefold. The 0.1\% feed then has $x=1.2$ and an order of 0.71.

If the dimers deposit but do not dissociate, each brings two metal atoms. Their contribution relative to that of single molecules is
\begin{equation}
\frac{2k_dC_d}{k_sC}=\frac{k_d\,k_2C}{k_s(1/\tau+ak_d)} ,
\end{equation}
which grows with $C$, hence as $\sqrt{x}$ at high feed. Within the equations, growth therefore tends to a linear law at very high feed, carried by dimers. With $k_d=0.01k_s$ the addition is 4\% at $x=6.05$ and 19\% at $x=100$. The linear limit itself is out of reach in the example: even at a formal precursor mole fraction of one, where the gas is no longer dilute, the equations give an order of only 0.81.

The temperature profile affects the pair loss even when $k_2$ is constant. For uniform mole fraction the density varies as $1/T$. Over a linear profile from $T_c$ to $T_h$, the mean of $1/T$ is $\ln(T_h/T_c)/(T_h-T_c)=1/T_g$, which gives the 798~K used above, and the mean of $1/T^2$ is $1/(T_cT_h)$. The pair loss is enhanced by $T_g^2/(T_cT_h)=1.14$. Equation~\eqref{eq:sensk} turns this into a reduction of growth by 4\% at $x=1$ and 6\% at $x=100$, provided that $k_s$ is defined with the mean gas concentration, as it is here. A coefficient defined with the gas at the hot wafer must first be multiplied by $T_g/T_h=0.57$, because the gas there is thinner than the average. If the value of 10~cm/s were of that kind, growth would be lower by 40\% at $x=1$ and by 46\% at $x=100$, pair loss included. A temperature dependence of $k_2$ itself is not included and could be larger.

At the 0.1\% feed the model gives 12.6~nm/min, or 0.76~$\mu$m/h, a value that rests on the rough parameters chosen above. The pair constant is not a measured value, and $C_*$ is inversely proportional to it. Several of the effects sized here can be large at this feed. For example, full plug flow would lower the growth rate by 31\%. Dimer dissociation at $k_b=20$~s$^{-1}$ would raise it by about 76\%: the pair constant falls fivefold and $x$ drops from 6.05 to 1.21, so Eq.~\eqref{eq:root} gives a growth ratio of $5\times0.708/2.01=1.76$. The chemistry is also richer than a single dimerization, since larger clusters and particles can form. The numerical output lists growth rates, shares and corrections at selected feeds between $x=0.01$ and $x=100$.

\section*{Numbers as computed}
\begin{verbatim}
gap 2.0 cm; area/volume a 0.50 1/cm; tau 0.20 s
k_s 10.0 cm/s; k2 2.00e-13 cm^3/s; D 30 cm^2/s
pressure 50 Torr; gas 400 to 1400 K
film density 3.26 g/cm^3, 40.99 g/mol
film Al density n_film 4.790e+22 cm^-3
mean-density gas temperature 798 K
total gas density 6.049e+17 cm^-3
kappa = a k_s 5.00 1/s; beta 10.00 1/s
kappa*tau 1.00
crossover C_star 1.000e+14 cm^-3
crossover partial pressure 8.27 mTorr
crossover mole fraction 1.65e-04
growth where asymptotes cross 6.264 nm/min
true/asymptote growth at x=1: 0.6180
x, C_in (cm^-3), C (cm^-3), G, G_lin, G_sqrt (nm/min), order
  0.01 1.00e+12 4.951e+11 0.0620 0.0626 0.6264 0.9903
  0.10 1.00e+13 4.580e+12 0.5738 0.6264 1.9808 0.9226
  1.00 1.00e+14 3.090e+13 3.8712 6.2637 6.2637 0.7236
 10.00 1.00e+15 1.351e+14 16.9218 62.6370 19.8075 0.5781
100.00 1.00e+16 4.756e+14 59.5834 626.3696 62.6370 0.5250
x, feed shares (%): film, exhaust, pairs; decay time (ms); dlnG/dlnk_s
  0.01 49.51 49.51 0.98 98.06 0.5097
  0.10 45.80 45.80 8.39 84.52 0.5774
  1.00 30.90 30.90 38.20 44.72 0.7764
 10.00 13.51 13.51 72.98 15.62 0.9219
100.00 4.76 4.76 90.49 4.99 0.9750
order 0.9 at x=0.1406; order 0.6 at x=6.0000
inlet ratio between these orders 42.7
inlet mole fraction 0.1 %: C_in 6.049e+14 cm^-3, x=6.05
  growth 12.59 nm/min, order 0.600
stochastic/closed-form concentration at x=1: 1.0017
k2 / collision limit 2.6e-04; limit 7.7e-10 cm^3/s
dissociation 20 1/s: k2 factor 0.200
depositing dimers tested with k_dep/k_s = 0.010
neglected effects, growth relative to stirred model:
 x=0.01: diffusion 0.902, plug 1.261, dimers 1.000, T profile 0.999
 x=1.00: diffusion 0.868, plug 1.020, dimers 1.012, T profile 0.964
 x=6.05: diffusion 0.869, plug 0.694, dimers 1.040, T profile 0.949
 x=100.00: diffusion 0.906, plug 0.291, dimers 1.188, T profile 0.940
pair-loss boost from temperature profile 1.138
orders at x=100: diffusion 0.542, plug 0.180
precursor mole fraction at x=100: 0.0165
\end{verbatim}
